\section*{Does a transparency window prove split modes in coupled resonators?}

\section*{Question}

I am modelling two silicon microrings near 1550 nm. Ring 1 sits between an input bus and a drop bus; ring 2 touches neither bus and is coupled to ring 1. Both rings have the same resonance frequency. The calculated transmission past ring 1 falls almost to zero at two frequencies 12 GHz apart, and rises to 0.61 midway between them.

I took the two dips to be the two eigenmodes of the pair, pushed apart by the coupling, and the window to be the gap between them. Is that inference sound? If it is not, what makes the window, and how could I tell whether the eigenfrequencies have split?

\section*{Answer}

The inference is not sound. The window and the splitting of the real eigenfrequencies have different thresholds in the coupling strength, and your device can lie between them. Both thresholds follow from the same two equations.

\subsection*{The model}

Let $|a_1|^2$ and $|a_2|^2$ be the energies in the rings and $|s|^2$ the power arriving in the input bus. All amplitudes are written relative to $e^{-i\omega_0t}$, where $\omega_0$ is the common resonance frequency. Then
\begin{align}
\dot a_1&=-\gamma_1a_1-ig a_2+\sqrt{2\gamma_{\rm in}}\,s,\\
\dot a_2&=-\gamma_2a_2-ig a_1,\qquad
s_{\rm out}=s-\sqrt{2\gamma_{\rm in}}\,a_1 .
\end{align}
Here $\gamma_1=\gamma_{\rm in}+\gamma_o$ is an amplitude decay rate: $\gamma_{\rm in}$ is decay into the input bus, and $\gamma_o$ is all other decay of ring 1, including the drop bus. The coupling $g>0$ conserves energy. The model keeps one travelling mode per ring and assumes a linear response.

The factors of two follow from power conservation. The coupling terms cancel in the rate of change of $|a_1|^2+|a_2|^2$, which leaves
\begin{equation}
|s|^2-|s_{\rm out}|^2=\frac{d}{dt}\left(|a_1|^2+|a_2|^2\right)+2\gamma_o|a_1|^2+2\gamma_2|a_2|^2 .
\end{equation}

\subsection*{When do the eigenfrequencies split?}

Set $s=0$ and try $a_{1,2}\propto e^{-\Gamma t}$. The equations become $(\gamma_1-\Gamma)a_1+iga_2=0$ and $iga_1+(\gamma_2-\Gamma)a_2=0$. A nonzero solution requires
\begin{equation}
(\Gamma-\gamma_1)(\Gamma-\gamma_2)+g^2=0,
\label{eq:char}
\end{equation}
so that
\begin{equation}
\Gamma_\pm=\frac{\gamma_1+\gamma_2}{2}\pm\sqrt{g_{\rm EP}^2-g^2},\qquad
g_{\rm EP}=\frac{|\gamma_1-\gamma_2|}{2}.
\end{equation}
The complex eigenfrequencies are $\omega_0-i\Gamma_\pm$. For $g<g_{\rm EP}$ both $\Gamma_\pm$ are real: the modes have different lifetimes but the same real frequency. At $g=g_{\rm EP}$ the roots coincide. For $g>g_{\rm EP}$ the square root is imaginary, and the real frequencies are $\omega_0\pm\Omega$ with $\Omega=\sqrt{g^2-g_{\rm EP}^2}$.

\subsection*{When is there a window?}

Now drive at detuning $\Delta=\omega-\omega_0$, so that each time derivative becomes $-i\Delta$. The second equation gives $a_2=-iga_1/(\gamma_2-i\Delta)$. Inserting this in the first gives $a_1=\sqrt{2\gamma_{\rm in}}\,\chi s$, with
\begin{equation}
\frac1\chi=\gamma_1-i\Delta+\frac{g^2}{\gamma_2-i\Delta},\qquad
t=\frac{s_{\rm out}}{s}=1-2\gamma_{\rm in}\chi .
\label{eq:chi}
\end{equation}
The transmission is $T=|t|^2$, hence $1-T=4\gamma_{\rm in}\,{\rm Re}\,\chi-4\gamma_{\rm in}^2|\chi|^2$. Write $x=\Delta^2$. Since ${\rm Re}\,\chi=|\chi|^2\,{\rm Re}(1/\chi)$,
\begin{equation}
1-T=4\gamma_{\rm in}|\chi|^2\left[\gamma_o+\frac{g^2\gamma_2}{\gamma_2^2+x}\right].
\end{equation}
Next, $\chi=(\gamma_2-i\Delta)/D$ with $D=\gamma_1\gamma_2+g^2-x-i\Delta(\gamma_1+\gamma_2)$. Therefore $|\chi|^2=(\gamma_2^2+x)/|D|^2$, and expanding $|D|^2$ gives
\begin{equation}
1-T=4\gamma_{\rm in}\frac{\gamma_ox+C}{x^2+Bx+E},
\label{eq:T}
\end{equation}
\begin{equation}
C=\gamma_2(\gamma_o\gamma_2+g^2),\quad
B=\gamma_1^2+\gamma_2^2-2g^2,\quad
E=(\gamma_1\gamma_2+g^2)^2 .
\end{equation}
The derivative of the fraction with respect to $x$ has the sign of
\begin{equation}
\gamma_o(x^2+Bx+E)-(\gamma_ox+C)(2x+B)
=-\gamma_ox^2-2Cx+F,\qquad F=\gamma_oE-CB .
\label{eq:slope}
\end{equation}
By a window I mean a local maximum of $T$ at $\Delta=0$. This requires $1-T$ to grow with $x$ from $x=0$, which means $F>0$. With $u=g^2$, multiplying out gives
\begin{align}
F&=\gamma_o(\gamma_1\gamma_2+u)^2-\gamma_2(\gamma_o\gamma_2+u)(\gamma_1^2+\gamma_2^2-2u)\nonumber\\
&=(\gamma_o+2\gamma_2)u^2+\gamma_2\left[2\gamma_o(\gamma_1+\gamma_2)-\gamma_1^2-\gamma_2^2\right]u-\gamma_o\gamma_2^4 .
\label{eq:F}
\end{align}
For $\gamma_o,\gamma_2>0$ the leading coefficient is positive and the constant is negative, so $F$ has one positive root $u=g_w^2$. The window exists for $g>g_w$. In general $g_w$ differs from $g_{\rm EP}$, and either can be the larger.

When $F>0$, setting (\ref{eq:slope}) to zero locates the two dips at $\pm\Delta_d$:
\begin{equation}
\Delta_d^2=\frac{-C+\sqrt{C^2+\gamma_oF}}{\gamma_o}.
\label{eq:dip}
\end{equation}
If $\gamma_2\to0$, then $C\to0$ and $F\to\gamma_og^4$, so $\Delta_d\to g$. In that limit the dips are $2g$ apart whether or not the modes have split.

\subsection*{Your numbers}

Rates below are divided by $2\pi$ and given in GHz. Take $\gamma_{\rm in}=10$, $\gamma_o=9.5+0.5=10$ (drop bus plus loss), $\gamma_1=20$, $\gamma_2=0.5$ and $g=6$; these reproduce the spectrum you describe. They are not the only rates that could: the dip depth, dip spacing and central transmission are three features, and the model has four rates. Some of the other sets have split modes: $\gamma_{\rm in}=3$, $\gamma_o=1.49$, $\gamma_2=1.67$ and $g=6.21$ give the same three features, with $g_{\rm EP}=1.41$ and a real splitting of 12.1 GHz. The three features alone therefore do not decide the question. Check these values against those in your own model before applying the conclusion to it. The splitting threshold is
\begin{equation}
g_{\rm EP}=\frac{20-0.5}{2}=9.75\ \text{GHz}.
\end{equation}
The window threshold follows from (\ref{eq:F}), which reads $11u^2+4.875u-0.625=0$. Its positive root is $u=0.104$, so $g_w=0.32$ GHz. With these rates the coupling lies between the two thresholds.

For the dips, $C=20.5$, $B=328.25$, $E=46^2=2116$ and $F=14431$. Equation (\ref{eq:dip}) gives
\begin{equation}
\Delta_d^2=\frac{-20.5+\sqrt{20.5^2+10\times14431}}{10}=36.0,
\end{equation}
hence a spacing of $2\Delta_d=12.0$ GHz, or 0.096 nm. At the dips $T=0.0006$. The real eigenfrequency splitting is nevertheless zero. The modes differ in their decay rates,
\begin{equation}
\Gamma_\pm=10.25\pm\sqrt{9.75^2-6^2}=17.94\ \text{and}\ 2.565\ \text{GHz}.
\end{equation}

Now raise $g$ to 15 GHz with all decay rates fixed. The real splitting becomes $2\sqrt{15^2-9.75^2}=22.8$ GHz, while the dips are 30 GHz apart. In both cases the dip spacing is close to $2g$, as the small-$\gamma_2$ limit suggests. It estimates the coupling here, not the eigenfrequency splitting.

\subsection*{What makes the window}

At $\Delta=0$, equation (\ref{eq:chi}) gives $1/\chi=\gamma_1+g^2/\gamma_2=20+72=92$ GHz. Light that enters ring 2 and returns opposes the field driven directly in ring 1, so the amplitude in ring 1 falls to $20/92$ of its value without ring 2. Less light returns to the bus to cancel the incoming wave, and
\begin{equation}
t(0)=1-\frac{20}{92}=0.783,\qquad T(0)=0.61 .
\end{equation}

The same interference appears in the eigenmodes. For $0<g<g_{\rm EP}$ write
\begin{equation}
\chi=\frac{\gamma_2-i\Delta}{(\Gamma_+-i\Delta)(\Gamma_--i\Delta)}
=\frac{A_+}{\Gamma_+-i\Delta}+\frac{A_-}{\Gamma_--i\Delta}.
\end{equation}
Clearing denominators gives $\gamma_2-i\Delta=A_+(\Gamma_--i\Delta)+A_-(\Gamma_+-i\Delta)$. Setting $i\Delta=\Gamma_+$ and then $i\Delta=\Gamma_-$ gives
\begin{equation}
A_+=\frac{\Gamma_+-\gamma_2}{\Gamma_+-\Gamma_-},\qquad
A_-=\frac{\gamma_2-\Gamma_-}{\Gamma_+-\Gamma_-}.
\end{equation}
By (\ref{eq:char}), $(\Gamma-\gamma_1)(\Gamma-\gamma_2)=-g^2<0$, so both $\Gamma_\pm$ lie between $\gamma_1$ and $\gamma_2$. If $\gamma_1>\gamma_2$, then $\Gamma_->\gamma_2$ and $A_-<0$: a narrow response is subtracted from a broad one, and both are centred at $\omega_0$.

In the example the two terms of $1-t(0)$ are $1.265$ and $-1.048$, with sum $0.217$. Keeping the broad term alone gives $T(0)=(1-1.265)^2=0.07$, and the calculated spectrum then has a single minimum, at the centre. This is a mathematical dissection, not a second device: the modes are not orthogonal, and the terms are not separate powers.

\subsection*{Where the unsplit window ceases to exist}

\textbf{Ring 2 must be the less damped.} Suppose $\gamma_2>\gamma_1$, and choose units with $\gamma_2=1$. For $g\le g_{\rm EP}$ we have $u\le(1-\gamma_1)^2/4<1/4$. Equation (\ref{eq:F}) can be grouped as
\begin{equation}
F=\gamma_o\left[u^2+2(1+\gamma_1)u-1\right]+u\left[2u-1-\gamma_1^2\right].
\end{equation}
In the first bracket, $2(1+\gamma_1)u\le(1-\gamma_1^2)(1-\gamma_1)/2<1/2$ and $u^2<1/16$, so the bracket is negative. The second is negative because $2u<1/2$. Hence $F<0$, and there is no window without splitting.

\textbf{Ring 1 needs another decay channel.} If $\gamma_o=0$, then $F=\gamma_2u(2u-\gamma_1^2-\gamma_2^2)$, and for $\gamma_2>0$ the threshold is $g_w^2=(\gamma_1^2+\gamma_2^2)/2$. This exceeds $g_{\rm EP}^2=(\gamma_1-\gamma_2)^2/4$, so in this readout a window does imply splitting. With $\gamma_1=20$ GHz and $\gamma_2=0.5$ GHz held fixed, setting $F=0$ at $u=g_{\rm EP}^2$ shows that an unsplit window requires $\gamma_o>0.91$ GHz.

\textbf{Splitting does not guarantee a window either.} Keep ring 1 and $g=6$ GHz, but load ring 2 with an extra output bus until $\gamma_2=20$ GHz. Then $g_{\rm EP}=0$ and the eigenfrequencies are 12 GHz apart. Equation (\ref{eq:F}) becomes $50u^2-1.6\times10^6=0$, so $g_w=13.4$ GHz. There is no window: the spectrum has one minimum, with $T(0)=0.007$.

\subsection*{How to tell the cases apart}

One way is to use the whole line shape. The denominator in (\ref{eq:T}) is $|D|^2=(x+\Gamma_+^2)(x+\Gamma_-^2)$, so $B=\Gamma_+^2+\Gamma_-^2$ and $E=(\Gamma_+\Gamma_-)^2$. These relations also hold for complex $\Gamma_\pm$. Therefore
\begin{equation}
B^2-4E=(\Gamma_+^2-\Gamma_-^2)^2
=4(\gamma_1+\gamma_2)^2(g_{\rm EP}^2-g^2).
\end{equation}
If a fit of (\ref{eq:T}) determines $B$ and $E$ well enough, a negative value of $B^2-4E$ means split modes and a positive value means unsplit modes. For $g=6$ GHz it is $328.25^2-4\times2116>0$. The test presumes this model and matched rings. An offset biases it: at $g=9$ GHz a 1 GHz offset lowers the fitted value from about $2.4\times10^4$ to $1.6\times10^4$, so close to $g_{\rm EP}$ the sign cannot be trusted unless the rings are tuned.

The other way is to excite ring 1 with a pulse much shorter than the times below, but narrow enough in spectrum to excite only one ring order, and follow the energy in ring 2. This is direct in a calculation. In an experiment ring 2 has no bus of its own, so one needs its scattered light or a weak added output, whose decay must be included in $\gamma_2$. Take $a_1(0)=1$ and $a_2(0)=0$. Then $a_2$ is a multiple of $e^{-\Gamma_-t}-e^{-\Gamma_+t}$, and the initial slope $\dot a_2(0)=-ig$ fixes the factor:
\begin{equation}
a_2(t)=\frac{-ig}{\Gamma_+-\Gamma_-}\left(e^{-\Gamma_-t}-e^{-\Gamma_+t}\right).
\end{equation}
Below $g_{\rm EP}$ this never returns to zero at finite $t>0$. It peaks where its derivative vanishes, at $t=\ln(\Gamma_+/\Gamma_-)/(\Gamma_+-\Gamma_-)$. With the factor $2\pi$ restored in the rates, this is 20 ps for $g=6$ GHz. Above $g_{\rm EP}$,
\begin{equation}
a_2(t)=-i\frac{g}{\Omega}\,e^{-(\gamma_1+\gamma_2)t/2}\sin\Omega t,
\end{equation}
which first vanishes at $t=\pi/\Omega$, or 44 ps for $g=15$ GHz. The exponential has by then fallen to about 0.06. Successive maxima of the energy differ by the square of this factor, about 0.0035, so seeing the revival needs good dynamic range. Closer to $g_{\rm EP}$ it is out of reach: for $g=11$ GHz the first zero is at 98 ps and the ratio is $3\times10^{-6}$, so a missing revival does not prove that the modes are unsplit.

\subsection*{What a real pair of rings changes}

The example corresponds to a loaded $Q$ of about 4800 for ring 1, which is strongly coupled to its buses, and $1.9\times10^5$ for ring 2 alone, a plausible rough value for a silicon ring. The assumption most easily broken is equal resonance frequencies. Taking roughly 1 nm of resonance shift per nanometre of waveguide width, a 1 nm width error moves a ring by something of the order of 100 GHz (the exact value depends on the waveguide cross-section), so the pair must be tuned.

If ring 2 is offset by $\delta$, replace $\gamma_2$ by $\gamma_2+i\delta$ in the characteristic equation. The difference of its roots is $2\sqrt{(\gamma_1-\gamma_2-i\delta)^2/4-g^2}$. Below $g_{\rm EP}$, expanding to first order in $\delta$ gives
\begin{equation}
|{\rm Re}(\omega_+-\omega_-)|\simeq
\frac{|\delta|\,|\gamma_1-\gamma_2|}{2\sqrt{g_{\rm EP}^2-g^2}} .
\end{equation}
The expansion needs $|\delta|\,g_{\rm EP}\ll g_{\rm EP}^2-g^2$ and fails near $g_{\rm EP}$: for $g=9.7$ GHz and $\delta=1$ GHz it gives 9.9 GHz, while the full eigenvalues differ by 4.3 GHz. Equal real frequencies are thus a property of the tuned pair. For $g=6$ GHz and $\delta=1$ GHz, the full eigenvalues differ by 1.27 GHz, still far below the 12 GHz dip spacing of the tuned pair, and the window peak stays at 0.61. With a rough thermal shift of 8.3 GHz/K, this offset corresponds to a temperature difference of 0.12 K between the rings. Heating both equally moves the whole spectrum instead.

Backscatter couples the two senses of circulation in ring 2. A rough rate of 0.5 GHz spreads the real frequencies of the resulting four modes over 1.13 GHz and lowers $T(0)$ from 0.61 to 0.56. The window is sensitive to this rate: $T(0)$ is 0.43 at 1 GHz and 0.20 at 2 GHz, where the central peak has become a doublet. At 1 $\mu$W input, 34\% of the power is lost in ring 2 at line centre. If all of it became heat, a rough thermal resistance of $2\times10^4$ K/W would give a shift of 0.06 GHz. Linear scaling reaches 1 GHz near 18 $\mu$W, so a low probe power matters.

Neighbouring ring orders matter little here. For a coupler with field transmission $r$ and a ring with round-trip factor $p$, summing the circuits gives $r-(1-r^2)p(1+rp+\cdots)=(r-p)/(1-rp)$. I applied this first to ring 2, then to ring 1 with ring 2's response included in its round trip. Each decay rate enters as a factor $e^{-\gamma/{\rm FSR}}$ per round trip and the ring--ring coupler has $r=\cos(g/{\rm FSR})$, with $\gamma$ and $g$ as angular rates. The figures below belong to this mapping; the weak-coupling mapping $1-r^2=2\gamma/{\rm FSR}$ for the bus couplers changes $T$ by up to 0.03 and leaves the poles unsplit. For 10 $\mu$m radius and group index 4.2, the free spectral range is 1136 GHz. Within 80 GHz of resonance, $T$ changes by at most 0.0016 on the calculated grid. The two poles still share one real frequency, with decay rates 2.567 and 17.93 GHz. The numerical output lists the remaining values.

\section*{Numbers as computed}
\begin{verbatim}
Wavelength: 1550 nm
Optical frequency: 193.41 THz
Ring 1 decay into input bus: 10 GHz
Ring 1 decay into drop bus: 9.5 GHz
Ring 1 internal loss: 0.5 GHz
Ring 1 total decay gamma1: 20 GHz
Ring 2 decay gamma2: 0.5 GHz
Ring 1 loaded Q: 4835
Ring 2 Q without coupling to ring 1: 1.934e+05
Window threshold g_w: 0.3223 GHz
Splitting threshold g_EP: 9.75 GHz
Least gamma_o for unsplit window, gamma1 fixed: 0.9091 GHz
LOW coupling g: 6 GHz
Low: real eigenfrequency splitting: 1.409e-16 GHz
Low: broad mode decay: 17.94 GHz
Low: narrow mode decay: 2.565 GHz
Low: dip spacing: 12 GHz
Low: dip spacing in wavelength: 0.09616 nm
Low: transmission at centre: 0.6125
Low: transmission at dips: 0.000591
Low: broad term of 1-t at centre: 1.265
Low: narrow term of 1-t at centre: -1.048
Low: centre transmission, broad term only: 0.07019
Low: ring 2 ring-down peak time: 20.14 ps
HIGH coupling g: 15 GHz
High: real eigenfrequency splitting: 22.8 GHz
High: dip spacing: 30 GHz
High: first ring-down zero of ring 2: 43.86 ps
EQUAL damping: gamma2: 20 GHz
Equal: real splitting at low coupling: 12 GHz
Equal: window threshold: 13.37 GHz
Equal: transmission at centre: 0.006818
Ring radius: 10 um
Group index (rough): 4.2
Free spectral range: 1136 GHz
Round-trip model: largest change of T: 0.00155
Round-trip model: narrow decay: 2.567 GHz
Round-trip model: broad decay: 17.93 GHz
Shift for 1 nm width error (rough): 124.8 GHz
Thermal shift magnitude (rough): 8.289 GHz/K
Ring frequency mismatch tried: 1 GHz
Temperature difference for it: 0.1206 K
Real splitting with mismatch: 1.267 GHz
Window peak transmission with mismatch: 0.6129
Ring 2 backscatter rate tried (rough): 0.5 GHz
Spread of real frequencies, backscatter: 1.134 GHz
Centre transmission with backscatter: 0.5584
Input power: 1 uW
Thermal resistance (rough): 2e+04 K/W
Fraction of input lost in ring 2: 0.3403
Self-heating shift, all loss as heat: 0.05641 GHz
Input power for 1 GHz, linear estimate: 17.73 uW
Kerr shift magnitude (rough): 0.0001417 GHz
Two-photon amplitude decay (rough): 2.796e-05 GHz
\end{verbatim}
